# Negative PAW valence densities from truncated partial waves: a numerical check

```python
"""Is the PAW valence density n = n_smooth + n1 - n1_smooth nonnegative?

Result under test, inside the augmentation sphere:
  n = sum_n f_n |T psi_n|^2 - 2 Re sum_n f_n conj(psi1_n - psi1s_n) rem_n
psi_n  : smooth state with occupation f_n;  c_ni = <p_i|psi_n>
psi1_n : sum_i c_ni phi_i (all-electron partial waves phi_i)
psi1s_n: sum_i c_ni phis_i (smooth partial waves phis_i)
rem_n  : psi_n - psi1s_n, the part missed by a truncated set
T psi_n: psi_n + psi1_n - psi1s_n
With rem_n nonzero, n can be negative. Hartree atomic units.
Model: one electron in -1/r; partial waves are the 2s and 2p functions.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh, null_space

RC = 4.0            # augmentation radius
E_REF = -0.125      # energy of the reference partial waves
NODE = 2.0          # radial node of the 2s function
R_CELL = 6.0        # radius of the spherical cell
MIX = 0.1           # amplitude ratio 2p : 2s in the hybrid
NB = 20             # Legendre functions per radial panel
# radial all-electron waves have the form (A + B r) exp(-r/2)
AB = {0: (-1 / np.sqrt(2), 0.5 / np.sqrt(2)), 1: (0.0, 1 / np.sqrt(24))}


def gauss(a, b, n):
    x, w = leg.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def phi(l, r, order=0):
    """All-electron radial partial wave or its derivative."""
    a, b = AB[l]
    p = a + b * r
    return (p, b - p / 2, p / 4 - b)[order] * np.exp(-r / 2)


def matched_polynomial(l):
    """Match value, slope and curvature at RC with r^l, r^(l+2), r^(l+4)."""
    q = np.array([l, l + 2, l + 4], dtype=float)
    m = np.array([RC**q, q * RC**(q - 1), q * (q - 1) * RC**(q - 2)])
    return np.linalg.solve(m, [phi(l, RC, k) for k in range(3)])


COEF = {l: matched_polynomial(l) for l in (0, 1)}


def phis(l, r, order=0):
    """Smooth radial partial wave or its first derivative."""
    inside = 0.0 * r
    for j, a in enumerate(COEF[l]):
        q = l + 2 * j
        if order == 0:
            inside = inside + a * r**q
        elif q > 0:
            inside = inside + a * q * r**(q - 1)
    return np.where(r <= RC, inside, phi(l, r, order))


def shape(r):
    return np.where(r <= RC, (1 - (r / RC)**2)**2, 0.0)


rs, ws = gauss(0, RC, 60)
WS = ws * rs**2
PNORM = {l: 1 / np.sum(WS * shape(rs) * phis(l, rs)**2) for l in (0, 1)}


def projector(l, r):
    return PNORM[l] * shape(r) * phis(l, r)


def v_smooth(r):
    """Local potential for which phis(0) is a solution at E_REF."""
    lap = 6 * COEF[0][1] + 20 * COEF[0][2] * r**2
    return np.where(r <= RC, E_REF + 0.5 * lap / phis(0, r), -1 / r)


# One-centre differences of overlap and Hamiltonian for the s channel
dS = np.sum(WS * (phi(0, rs)**2 - phis(0, rs)**2))
dH = np.sum(WS * (0.5 * phi(0, rs, 1)**2 - phi(0, rs)**2 / rs
                  - 0.5 * phis(0, rs, 1)**2
                  - v_smooth(rs) * phis(0, rs)**2))
assert abs(dH - E_REF * dS) < 1e-10
assert abs(v_smooth(np.array([RC]))[0] + 1 / RC) < 1e-10


def basis(r, radius):
    """Legendre functions on [0, RC] and [RC, radius], with slopes."""
    inner = r <= RC
    x = np.where(inner, 2 * r / RC - 1, 2 * (r - RC) / (radius - RC) - 1)
    scale = np.where(inner, 2 / RC, 2 / (radius - RC))
    val = leg.legvander(x, NB - 1)
    der = leg.legval(x, leg.legder(np.eye(NB))).T * scale[:, None]
    one = inner.astype(float)[:, None]
    return (np.hstack([val * one, val * (1 - one)]),
            np.hstack([der * one, der * (1 - one)]))


def solve_cell(radius, wall, paw):
    """Valence s state; zero value (wall) or zero slope at the boundary."""
    ro, wo = gauss(RC, radius, 60)
    r, w = np.concatenate([rs, ro]), np.concatenate([ws, wo])
    weight = w * r**2
    val, der = basis(r, radius)
    pot = v_smooth(r) if paw else -1 / r
    ham = 0.5 * der.T @ (weight[:, None] * der)
    ham += val.T @ ((weight * pot)[:, None] * val)
    ovl = val.T @ (weight[:, None] * val)
    if paw:
        pv = val.T @ (weight * projector(0, r))
        ham += dH * np.outer(pv, pv)
        ovl += dS * np.outer(pv, pv)
    rows = [np.concatenate([np.ones(NB), -(-1.0)**np.arange(NB)])]
    if wall:
        rows.append(np.concatenate([np.zeros(NB), np.ones(NB)]))
    free = null_space(np.array(rows))
    energy, vec = eigh(free.T @ ham @ free, free.T @ ovl @ free)
    k = 0 if paw else 1          # all-electron state 0 is the core state
    coef = free @ vec[:, k]
    if (basis(np.array([RC]), radius)[0] @ coef)[0] < 0:
        coef = -coef
    return energy[k], lambda x: basis(x, radius)[0] @ coef


def harmonic(l, mu):
    return np.sqrt((2 * l + 1) / (4 * np.pi)) * mu**l


mus, wmu = gauss(-1, 1, 8)
RQ, MQ = [a.ravel() for a in np.meshgrid(rs, mus, indexing="ij")]
WQ = 2 * np.pi * np.outer(WS, wmu).ravel()


def reconstruct(states, occ, channels, r, mu):
    """PAW density from the occupancy matrix, and |T psi|^2, in the sphere."""
    r, mu = np.broadcast_arrays(np.atleast_1d(r).astype(float),
                                np.atleast_1d(mu).astype(float))
    occ = np.array(occ, dtype=float)
    c = np.array([[np.sum(WQ * projector(l, RQ) * harmonic(l, MQ)
                          * s(RQ, MQ)) for l in channels] for s in states])
    rho = np.einsum("n,ni,nj->ij", occ, c.conj(), c)
    ae = np.array([phi(l, r) * harmonic(l, mu) for l in channels])
    ps = np.array([phis(l, r) * harmonic(l, mu) for l in channels])
    psi = np.array([s(r, mu) for s in states])
    n1 = np.einsum("ij,ip,jp->p", rho, ae, ae).real
    n1s = np.einsum("ij,ip,jp->p", rho, ps, ps).real
    ns = occ @ np.abs(psi)**2
    rem = psi - c @ ps
    full = psi + c @ (ae - ps)
    cross = 2 * (occ @ ((c @ (ae - ps)).conj() * rem).real)
    return dict(n=ns + n1 - n1s, nT=occ @ np.abs(full)**2, cross=cross,
                n1=n1, n1s=n1s, ns=ns, rho=rho, c=c, rem=rem, psi=psi)


def s_state(radial):
    return lambda r, mu: radial(r) * harmonic(0, mu)


# ---- truncation in energy: one s partial wave, band bottom and band top
e_bot, f_bot = solve_cell(R_CELL, False, True)
e_top, f_top = solve_cell(R_CELL, True, True)
ae_bot, g_bot = solve_cell(R_CELL, False, False)
ae_top, _ = solve_cell(R_CELL, True, False)
bot, top = s_state(f_bot), s_state(f_top)
assert e_bot < E_REF < e_top
assert abs(e_bot - ae_bot) < 0.2 * abs(e_bot - E_REF)

at_bot = reconstruct([bot], [1], [0], NODE, 1.0)
at_top = reconstruct([top], [1], [0], NODE, 1.0)
assert at_bot["n"][0] < 0 < at_top["n"][0]
n_ae_node = g_bot(np.array([NODE]))[0]**2 / (4 * np.pi)

rg = np.linspace(0.001, RC, 4000)
line = reconstruct([bot], [1], [0], rg, 1.0)
neg = line["n"] < 0
assert np.all(line["n1"][neg] < line["n1s"][neg])
i_min = np.argmin(line["n"])
neg_charge = np.sum(np.where(neg, line["n"], 0) * 4 * np.pi * rg**2)
neg_charge *= rg[1] - rg[0]

# charge from n is one; the norm of T psi is a different number
sph = reconstruct([bot], [1], [0], RQ, MQ)
ro, wo = gauss(RC, R_CELL, 60)
outer = np.sum(wo * ro**2 * f_bot(ro)**2)
charge = outer + np.sum(WQ * sph["n"])
norm_T = outer + np.sum(WQ * sph["nT"])
assert abs(charge - 1) < 1e-9
assert abs(norm_T - charge) > 1e-6

# first-order law for the density at the node, from direct integration
x = np.linspace(0, RC, 20001)
fx, px = phis(0, x), projector(0, x)
inner_int = cumulative_trapezoid(x**2 * fx * (fx + dS * px), x, initial=0)
slope = np.zeros_like(x)
slope[1:] = -2 * inner_int[1:] / (x[1:]**2 * fx[1:]**2)
g = cumulative_trapezoid(slope, x, initial=0)
g -= np.sum(x**2 * px * fx * g) / np.sum(x**2 * px * fx)
g_node = np.interp(NODE, x, g)
e_14, f_14 = solve_cell(14.0, False, True)
at_14 = reconstruct([s_state(f_14)], [1], [0], NODE, 1.0)
ratio_14 = at_14["n"][0] / at_14["n1s"][0] / (e_14 - E_REF)
assert abs(ratio_14 / (2 * g_node) - 1) < 0.02

# nearly free atom: the remainder and the negative density vanish
e_30, f_30 = solve_cell(30.0, True, True)
free_atom = reconstruct([s_state(f_30)], [1], [0], rg, 1.0)
assert abs(e_30 - E_REF) < 1e-6 and free_atom["n"].min() > -1e-7


# ---- truncation in angular momentum: 2s state with some 2p
def hybrid(t):
    return lambda r, mu: (phis(0, r) * harmonic(0, mu) + t * phis(1, r)
                          * harmonic(1, mu)) / np.sqrt(1 + abs(t)**2)


hyb = hybrid(MIX)
h_s = reconstruct([hyb], [1], [0], NODE, -1.0)
h_opp = reconstruct([hyb], [1], [0], NODE, 1.0)
h_sp = reconstruct([hyb], [1], [0, 1], NODE, -1.0)
assert h_s["n"][0] < 0 < h_opp["n"][0]
all_sp = reconstruct([hyb], [1], [0, 1], RQ, MQ)
exact = (phi(0, RQ) * harmonic(0, MQ)
         + MIX * phi(1, RQ) * harmonic(1, MQ))**2 / (1 + MIX**2)
assert np.allclose(all_sp["n"], exact, atol=1e-12)
assert all_sp["n"].min() > -1e-12
ring = reconstruct([hyb], [1], [0], NODE, mus)
avg_n, avg_T = 0.5 * wmu @ ring["n"], 0.5 * wmu @ ring["nT"]
assert abs(avg_n - avg_T) < 1e-12 and avg_n > 0

# ---- identity for several states, fractional occupations, complex waves
mixed = reconstruct([bot, top, hybrid(0.3 * np.exp(0.7j))],
                    [1.3, 0.4, 0.8], [0, 1], RQ, MQ)
short = reconstruct([bot, top, hybrid(0.3 * np.exp(0.7j))],
                    [1.3, 0.4, 0.8], [0], RQ, MQ)
for m in (mixed, short):
    assert np.allclose(m["n"], m["nT"] - m["cross"], atol=1e-12)
    assert np.linalg.eigvalsh(m["rho"]).min() > -1e-12
    assert min(m["n1"].min(), m["n1s"].min(), m["ns"].min()) > -1e-12
assert np.max(np.abs(short["cross"])) > 1e-5

core = 2 * np.exp(-2 * NODE) / np.pi
assert core + at_bot["n"][0] > 0 and core + h_s["n"][0] > 0
both = reconstruct([bot, top], [1, 1], [0], NODE, 1.0)["n"][0]
to_A3 = 1 / (physical_constants["Bohr radius"][0] * 1e10)**3


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


show("augmentation radius", RC, "bohr")
show("node of 2s", NODE, "bohr")
show("cell radius", R_CELL, "bohr")
show("reference energy", E_REF, "hartree")
for k, a in enumerate(COEF[0]):
    show(f"smooth s wave, coefficient of r^{2*k}", a, f"bohr^-{1.5+2*k}")
show("norm difference q, s channel", dS)
show("band bottom energy, PAW", e_bot, "hartree")
show("band bottom energy, all-electron", ae_bot, "hartree")
show("band top energy, PAW", e_top, "hartree")
show("band top energy, all-electron", ae_top, "hartree")
show("bottom: projection c", at_bot["c"][0, 0])
show("bottom, node: psi~", at_bot["psi"][0, 0], "bohr^-1.5")
show("bottom, node: remainder", at_bot["rem"][0, 0], "bohr^-1.5")
show("bottom, node: n~", at_bot["ns"][0], "bohr^-3")
show("bottom, node: n1", at_bot["n1"][0], "bohr^-3")
show("bottom, node: n~1", at_bot["n1s"][0], "bohr^-3")
show("bottom, node: PAW density", at_bot["n"][0], "bohr^-3")
show("  the same", at_bot["n"][0] * to_A3, "angstrom^-3")
show("bottom, node: |T psi~|^2", at_bot["nT"][0], "bohr^-3")
show("bottom, node: all-electron density", n_ae_node, "bohr^-3")
show("bottom: lowest PAW density", line["n"][i_min], "bohr^-3")
show("bottom: radius of the lowest density", rg[i_min], "bohr")
show("bottom: first radius with n < 0", rg[neg][0], "bohr")
show("bottom: last radius with n < 0", rg[neg][-1], "bohr")
show("bottom: integral of negative part", neg_charge, "electrons")
show("bottom: integral of PAW density", charge, "electrons")
show("bottom: norm of T psi~", norm_T)
show("top, node: PAW density", at_top["n"][0], "bohr^-3")
show("bottom + top, node: PAW density", both, "bohr^-3")
show("g at the node", g_node, "hartree^-1")
show("14 bohr cell: E - reference", e_14 - E_REF, "hartree")
show("14 bohr cell: n/(n~1 (E - ref))", ratio_14, "hartree^-1")
show("first-order prediction 2g", 2 * g_node, "hartree^-1")
show("30 bohr cell: lowest density", free_atom["n"].min(), "bohr^-3")
show("hybrid: amplitude ratio 2p/2s", MIX)
show("hybrid: weight of 2p", MIX**2 / (1 + MIX**2))
show("hybrid, node, cos=-1: n~", h_s["ns"][0], "bohr^-3")
show("hybrid, node, cos=-1: n~1, s only", h_s["n1s"][0], "bohr^-3")
show("hybrid, node, cos=-1: n, s only", h_s["n"][0], "bohr^-3")
show("  the same", h_s["n"][0] * to_A3, "angstrom^-3")
show("hybrid, node, cos=-1: |T psi~|^2, s only", h_s["nT"][0], "bohr^-3")
show("hybrid, node, cos=-1: n, s and p", h_sp["n"][0], "bohr^-3")
show("hybrid, node, cos=+1: n, s only", h_opp["n"][0], "bohr^-3")
show("hybrid, node: spherical average, s only", avg_n, "bohr^-3")
show("1s core density (2 electrons) at node", core, "bohr^-3")
show("core + bottom density at node", core + at_bot["n"][0], "bohr^-3")
show("core + hybrid density, cos=-1", core + h_s["n"][0], "bohr^-3")
print("all assertions hold")
```

Output:

```
augmentation radius: 4 bohr
node of 2s: 2 bohr
cell radius: 6 bohr
reference energy: -0.125 hartree
smooth s wave, coefficient of r^0: 0.0478482 bohr^-1.5
smooth s wave, coefficient of r^2: 0.00598103 bohr^-3.5
smooth s wave, coefficient of r^4: -0.000186907 bohr^-5.5
norm difference q, s channel: 0.0196719
band bottom energy, PAW: -0.179208 hartree
band bottom energy, all-electron: -0.178571 hartree
band top energy, PAW: 0.00148436 hartree
band top energy, all-electron: 0.0127251 hartree
bottom: projection c: 1.05894
bottom, node: psi~: 0.0196694 bohr^-1.5
bottom, node: remainder: -0.000877184 bohr^-1.5
bottom, node: n~: 0.000386885 bohr^-3
bottom, node: n1: 0 bohr^-3
bottom, node: n~1: 0.000422162 bohr^-3
bottom, node: PAW density: -3.52768e-05 bohr^-3
  the same: -0.00023806 angstrom^-3
bottom, node: |T psi~|^2: 7.69451e-07 bohr^-3
bottom, node: all-electron density: 1.46016e-05 bohr^-3
bottom: lowest PAW density: -3.56536e-05 bohr^-3
bottom: radius of the lowest density: 1.985 bohr
bottom: first radius with n < 0: 1.846 bohr
bottom: last radius with n < 0: 2.144 bohr
bottom: integral of negative part: -0.000352918 electrons
bottom: integral of PAW density: 1 electrons
bottom: norm of T psi~: 1.00485
top, node: PAW density: 0.000478142 bohr^-3
bottom + top, node: PAW density: 0.000442865 bohr^-3
g at the node: 0.802607 hartree^-1
14 bohr cell: E - reference: -0.00159762 hartree
14 bohr cell: n/(n~1 (E - ref)): 1.60329 hartree^-1
first-order prediction 2g: 1.60521 hartree^-1
30 bohr cell: lowest density: 2.13421e-12 bohr^-3
hybrid: amplitude ratio 2p/2s: 0.1
hybrid: weight of 2p: 0.00990099
hybrid, node, cos=-1: n~: 0.000181514 bohr^-3
hybrid, node, cos=-1: n~1, s only: 0.000372749 bohr^-3
hybrid, node, cos=-1: n, s only: -0.000191235 bohr^-3
  the same: -0.00129052 angstrom^-3
hybrid, node, cos=-1: |T psi~|^2, s only: 3.40354e-05 bohr^-3
hybrid, node, cos=-1: n, s and p: 5.3315e-05 bohr^-3
hybrid, node, cos=+1: n, s only: 0.000259305 bohr^-3
hybrid, node: spherical average, s only: 1.13451e-05 bohr^-3
1s core density (2 electrons) at node: 0.0116601 bohr^-3
core + bottom density at node: 0.0116248 bohr^-3
core + hybrid density, cos=-1: 0.0114689 bohr^-3
all assertions hold
```
